\section*{Gauge-origin error in the magnetizability of hydrogen in a finite basis}

\section*{The problem}

A hydrogen atom has its nucleus fixed at the origin, and spin is left out. A uniform field $\mathbf B=B\hat{\mathbf z}$ is described by the vector potential
\begin{equation}
\mathbf A(\mathbf r)=\tfrac12\,\mathbf B\times(\mathbf r-\mathbf d),
\end{equation}
where the gauge origin $\mathbf d$ is perpendicular to $\mathbf B$. In Hartree atomic units the electron has charge $-1$, so that
\begin{equation}
H=\tfrac12(\mathbf p+\mathbf A)^2-\frac1r ,\qquad \xi=-\left.\frac{d^2E}{dB^2}\right|_{B=0},
\end{equation}
with $E$ the ground-state energy and $\xi$ the magnetizability. The exact energy cannot depend on $\mathbf d$, because changing $\mathbf d$ is a gauge transformation.

The calculation uses real basis functions that do not depend on the field and are centred on the nucleus. Those of the $s$ set depend on $r$ alone. The $p$ set consists of functions $xP(r)$, $yP(r)$, $zP(r)$ with common radial parts $P$. Let $H_0$ be the Hamiltonian at $B=0$. Its lowest state in the $s$ set is $\varphi$, real and normalized, with energy $E_0$. Its eigenstates in the $p$ set are $|n\rangle$, with energies $E_n$ and gaps $\omega_n=E_n-E_0>0$. All matrix elements are evaluated without approximation.

\section*{Part (a)}

\paragraph{Question.} Expand $H$ in powers of $B$ and express $\xi$ in this basis by second-order perturbation theory.

\paragraph{Answer.} Since $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ as operators, and $H=H_0+\mathbf A\cdot\mathbf p+\tfrac12A^2$. The triple product gives
\begin{equation}
\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf d)\times\mathbf p]=\tfrac12B\,M,\qquad M=L_z-(\mathbf d\times\mathbf p)_z .
\end{equation}
The length of $\mathbf B\times(\mathbf r-\mathbf d)$ is $B$ times that of the part of $\mathbf r-\mathbf d$ perpendicular to $\mathbf B$, so
\begin{equation}
\tfrac12A^2=\tfrac18B^2\,|(\mathbf r-\mathbf d)_\perp|^2 .
\end{equation}
The basis does not depend on $B$, so ordinary perturbation theory applies to the Hamiltonian matrix. The first-order energy vanishes: $M$ is Hermitian and purely imaginary, and its expectation value in a real function is zero. The coefficient of $B^2$ in the energy is
\begin{equation}
E^{(2)}=\tfrac18\langle\varphi||(\mathbf r-\mathbf d)_\perp|^2|\varphi\rangle-\tfrac14\sum_n\frac{|\langle n|M|\varphi\rangle|^2}{\omega_n}.
\end{equation}
Here $n$ runs over the $p$ states; part (b) shows that $M\varphi$ has no other component. Because $d^2E/dB^2=2E^{(2)}$ at $B=0$,
\begin{equation}
\xi(\mathbf d)=-\tfrac14\langle|(\mathbf r-\mathbf d)_\perp|^2\rangle+\tfrac12\sum_n\frac{|\langle n|M|\varphi\rangle|^2}{\omega_n}.
\label{eq:xi}
\end{equation}
The first term is diamagnetic and negative. The second is paramagnetic and never negative.

\section*{Part (b)}

\paragraph{Question.} Find the dependence of $\xi$ on $d$. Which sum rule governs it?

\paragraph{Answer.} Take $\mathbf d=d\,\hat{\mathbf x}$. As $\langle x\rangle=0$ in an $s$ state,
\begin{equation}
\langle(x-d)^2+y^2\rangle=\langle x^2+y^2\rangle+d^2 .
\end{equation}
Also $L_z\varphi=0$ and $(\mathbf d\times\mathbf p)_z=d\,p_y$, hence
\begin{equation}
M\varphi=-d\,p_y\varphi=i\,d\,\frac{y}{r}\,\varphi'(r).
\end{equation}
This is a function of $p$ type, which justifies the restriction of the sum. Functions of $d$ type or higher would change nothing. Define
\begin{equation}
S_V=2\sum_n\frac{|\langle n|p_y|\varphi\rangle|^2}{\omega_n}.
\end{equation}
The paramagnetic term of (\ref{eq:xi}) is then $\tfrac12d^2\cdot\tfrac12S_V=\tfrac14S_Vd^2$, and
\begin{equation}
\boxed{\;\xi(d)=-\tfrac14\langle x^2+y^2\rangle-\tfrac14(1-S_V)\,d^2\;}
\label{eq:main}
\end{equation}
A rotation about $z$ extends this to every direction of $\mathbf d$ perpendicular to the field.

$S_V$ is the sum of oscillator strengths in velocity form, and the sum rule is $S_V=1$. The length form is
\begin{equation}
S_L=2\sum_n\omega_n|\langle n|y|\varphi\rangle|^2 .
\end{equation}
For exact eigenstates, $[y,H_0]=ip_y$ gives $\langle n|p_y|\varphi\rangle=i\omega_n\langle n|y|\varphi\rangle$, and the two forms agree term by term. States that are eigenstates only within a finite basis need not obey this relation, and it is $S_V$ that enters (\ref{eq:main}).

The error of $\xi$ now has two parts. The error in $\langle x^2+y^2\rangle$, which comes from an inexact $\varphi$, does not depend on $d$. The violation of the velocity sum rule gives the origin error, quadratic in $d$. This second part can come from the $p$ set or from $\varphi$ itself, as parts (e) and (f) show.

\section*{Part (c)}

\paragraph{Question.} Show that the origin error vanishes for exact states, and find the exact $\xi$. Which $p$ function is sufficient for this?

\paragraph{Answer.} Let $\varphi=e^{-r}/\sqrt\pi$ and $K=H_0-E_0$, so that $K\varphi=0$. From $[-\tfrac12\nabla^2,y]=-\partial_y$,
\begin{equation}
K(y\varphi)=yK\varphi-\partial_y\varphi=-\partial_y\varphi .
\label{eq:K}
\end{equation}
Therefore $p_y\varphi=-i\partial_y\varphi=iK(y\varphi)$. The sum over all $p$ states, continuum included, is
\begin{align}
\sum_n\frac{|\langle n|p_y|\varphi\rangle|^2}{\omega_n}
&=\langle p_y\varphi|K^{-1}|p_y\varphi\rangle=\langle-i\partial_y\varphi|\,i\,y\varphi\rangle\nonumber\\
&=-\int y\,\varphi\,\partial_y\varphi\,d^3r=-\tfrac12\int y\,\partial_y(\varphi^2)\,d^3r=\tfrac12 ,
\end{align}
where the last step is an integration by parts with $\int\varphi^2d^3r=1$. Thus $S_V=1$. Further,
\begin{equation}
\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=4\cdot\frac{24}{32}=3,\qquad \langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle=2 ,
\end{equation}
so $\xi=-\tfrac12$ for every $d$, which is $-3.9455\times10^{-29}\ \mathrm{J\,T^{-2}}$. This value is for a fixed nucleus and leaves out spin; with the finite proton mass the orbital value of an atom at rest is larger in magnitude by the factor $(m_e/\mu)^3$, about $0.16\%$, where $\mu$ is the reduced mass.

By (\ref{eq:K}) the whole response to the displacement is proportional to $y\varphi$. With the exact $\varphi$, a $p$ set that contains the shell $r_ie^{-r}$ (where $r_i=x,y,z$) therefore gives $S_V=1$, however small it is otherwise.

\section*{Part (d)}

\paragraph{Question.} Let $\varphi$ be exact and the $p$ set finite. What is the sign of the origin error, and how does it respond when the $p$ set is enlarged?

\paragraph{Answer.} Write $g=\partial_y\varphi$ and consider, for real $f$ in the span of the functions $yP(r)$,
\begin{equation}
J[f]=2\langle f|g\rangle-\langle f|K|f\rangle .
\end{equation}
With $f=\sum_nc_n|n\rangle$ and $g_n=\langle n|g\rangle$ this is $\sum_n(2c_ng_n-\omega_nc_n^2)$. As $\omega_n>0$, the maximum lies at $c_n=g_n/\omega_n$ and equals $\sum_ng_n^2/\omega_n$. Since $|\langle n|p_y|\varphi\rangle|^2=g_n^2$,
\begin{equation}
S_V=2\max_fJ[f].
\label{eq:max}
\end{equation}
Equation (\ref{eq:K}) gives $g=-K(y\varphi)$. Insert this and complete the square:
\begin{align}
J[f]&=-2\langle f|K|y\varphi\rangle-\langle f|K|f\rangle\nonumber\\
&=\langle y\varphi|K|y\varphi\rangle-\langle f+y\varphi|K|f+y\varphi\rangle .
\end{align}
The first term is $-\langle y\varphi|\partial_y\varphi\rangle=\tfrac12$. With $\eta=f+y\varphi$ taken at the maximizing $f$,
\begin{equation}
1-S_V=2\langle\eta|K|\eta\rangle\ge0 .
\label{eq:deficit}
\end{equation}
The inequality holds because the lowest $p$ level of hydrogen, $-\tfrac18$, lies above $E_0=-\tfrac12$, so $K$ is positive on all $p$ functions. The origin error is $-\tfrac12d^2\langle\eta|K|\eta\rangle$: for $d\neq0$ the computed $\xi$ is too negative unless $y\varphi$ is in the span of the $p$ set. Enlarging the set widens the search in (\ref{eq:max}), so $S_V$ rises or stays the same, and the error shrinks or stays the same.

In physical terms, the displaced origin adds a diamagnetic energy that a paramagnetic response must cancel, and a $p$ set whose span lacks $y\varphi$ cannot supply all of that response.

\section*{Part (e)}

\paragraph{Question.} Keep the exact $\varphi$ and use one $p$ shell, $r_ie^{-\zeta r}$. Find $S_V$ and $S_L$. Evaluate $\xi$ for $\zeta=1.5$ at $d=0,1,2,4$ bohr, and find the displacement at which the origin error is as large as $|\xi(0)|$.

\paragraph{Answer.} The integrals follow from $\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}$ and the angular average $y^2\to r^2/3$. For the normalized function $Ny\,e^{-\zeta r}$,
\begin{equation}
N^{-2}=\frac{4\pi}{3}\,\frac{4!}{(2\zeta)^5}=\frac{\pi}{\zeta^5}.
\end{equation}

\emph{Gap.} With $u=r^2e^{-\zeta r}$ the energy of an $l=1$ state is
\begin{equation}
E_p=\frac{\tfrac12\int(u'^2+2u^2/r^2)\,dr-\int u^2/r\,dr}{\int u^2\,dr}.
\end{equation}
Here $u'^2=(4r^2-4\zeta r^3+\zeta^2r^4)e^{-2\zeta r}$ integrates to $(1-\tfrac32+\tfrac34)/\zeta^3=1/(4\zeta^3)$. The others are $\int2u^2/r^2\,dr=1/(2\zeta^3)$, $\int u^2/r\,dr=3/(8\zeta^4)$ and $\int u^2dr=3/(4\zeta^5)$. Hence
\begin{equation}
E_p=\frac{3/(8\zeta^3)-3/(8\zeta^4)}{3/(4\zeta^5)}=\tfrac12\zeta^2-\tfrac12\zeta,\qquad \omega=E_p+\tfrac12=\tfrac12(\zeta^2-\zeta+1).
\end{equation}

\emph{Couplings.} With $\partial_y\varphi=-(y/r)e^{-r}/\sqrt\pi$,
\begin{align}
\langle n|\partial_y|\varphi\rangle&=-\frac{N}{\sqrt\pi}\,\frac{4\pi}{3}\,\frac{3!}{(1+\zeta)^4}=-\frac{8\sqrt\pi\,N}{(1+\zeta)^4},\\
\langle n|y|\varphi\rangle&=\frac{N}{\sqrt\pi}\,\frac{4\pi}{3}\,\frac{4!}{(1+\zeta)^5}=\frac{32\sqrt\pi\,N}{(1+\zeta)^5}.
\end{align}
Squaring, with $\pi N^2=\zeta^5$, gives $64\zeta^5/(1+\zeta)^8$ and $1024\zeta^5/(1+\zeta)^{10}$. Therefore
\begin{equation}
S_V=\frac{256\,\zeta^5}{(1+\zeta)^8(\zeta^2-\zeta+1)},\qquad
S_L=\frac{1024\,\zeta^5(\zeta^2-\zeta+1)}{(1+\zeta)^{10}} .
\end{equation}

\emph{Comparison of the sums.} Their ratio is $S_L/S_V=[2(\zeta^2-\zeta+1)/(1+\zeta)]^2$. It equals 1 when $2\zeta^2-3\zeta+1=0$, that is, at $\zeta=1$ and $\zeta=\tfrac12$. At $\zeta=1$ both sums are 1, as part (c) requires. At $\zeta=\tfrac12$ the shell is the true $2p$ level and both sums are $0.4162$, the oscillator strength of that one transition. Agreement of the two forms is therefore no sign that the sum rule is satisfied.

\emph{Numbers for $\zeta=1.5$.} The gap is $0.875$ hartree and the squared coupling is $0.318505$, so
\begin{equation}
S_V=\frac{2\times0.318505}{0.875}=0.72801,\qquad -\tfrac14(1-S_V)=-0.0680 .
\end{equation}
The contributions to $\xi$, in atomic units, are:
\begin{center}
\begin{tabular}{cccc}
$d$ (bohr) & diamagnetic & paramagnetic & $\xi(d)$\\
0 & $-0.500$ & $0.000$ & $-0.500$\\
1 & $-0.750$ & $0.182$ & $-0.568$\\
2 & $-1.500$ & $0.728$ & $-0.772$\\
4 & $-4.500$ & $2.912$ & $-1.588$
\end{tabular}
\end{center}
The error equals $|\xi(0)|=\tfrac12$ when $\tfrac14(1-S_V)d^2=\tfrac12$, which gives $d=\sqrt{2/0.27199}=2.71$ bohr.

The length sum is $S_L=1.4269$. Put in place of $S_V$, it would predict a coefficient of $+0.107$, which has the wrong sign. The numerical check tests (\ref{eq:main}) by diagonalizing the full Hamiltonian in small fields and differencing the energy; the values of $\xi(d)$ in the table are confirmed in this way.

\section*{Part (f)}

\paragraph{Question.} Replace $\varphi$ by one Gaussian, $\varphi\propto e^{-ar^2}$, with $a$ chosen to minimize the energy. Find $\xi(0)$, and find $S_V$ when the $p$ set is the single shell $r_ie^{-ar^2}$. What happens when more $p$ functions are added?

\paragraph{Answer.} The energy is $E(a)=\tfrac32a-2\sqrt{2a/\pi}$. Setting $dE/da=\tfrac32-\sqrt{2/(\pi a)}=0$ gives $a=8/(9\pi)$ and $E_0=-4/(3\pi)=-0.4244$ hartree. With $\langle r^2\rangle=3/(4a)=27\pi/32$,
\begin{equation}
\xi(0)=-\tfrac14\cdot\tfrac23\cdot\frac{27\pi}{32}=-\frac{9\pi}{64}=-0.4418 .
\end{equation}

For $S_V$ we need two integrals with $y\varphi$. The first, $\langle y\varphi|\partial_y\varphi\rangle=-\tfrac12$, holds for any real normalized $\varphi$. For the second, $K\varphi$ no longer vanishes, and $K(y\varphi)=yK\varphi-\partial_y\varphi$ gives
\begin{equation}
\langle y\varphi|K|y\varphi\rangle=\tfrac12+\langle y^2\varphi|K\varphi\rangle=\tfrac12+\tfrac13\langle r^2\varphi|K\varphi\rangle .
\end{equation}
The last term is zero because $a$ is optimal. Indeed, the normalized Gaussian obeys $\partial_a\varphi=(\tfrac{3}{4a}-r^2)\varphi$. Since $\langle\partial_a\varphi|\varphi\rangle=0$ and $\langle\varphi|K\varphi\rangle=0$,
\begin{equation}
0=\frac{dE}{da}=2\langle\partial_a\varphi|K\varphi\rangle=-2\langle r^2\varphi|K\varphi\rangle .
\end{equation}
For a single $p$ function the norm of $y\varphi$ cancels in the sum, and
\begin{equation}
S_V=2\,\frac{\langle y\varphi|\partial_y\varphi\rangle^2}{\langle y\varphi|K|y\varphi\rangle}=2\cdot\frac{1/4}{1/2}=1 .
\end{equation}
The result is independent of the origin and still wrong, since the exact value is $-0.5$. Origin independence does not prove accuracy.

Equation (\ref{eq:max}) did not use the exactness of $\varphi$, and the gaps remain positive because $-\tfrac18>E_0$. Adding $p$ functions can thus raise $S_V$ above 1 but cannot lower it. The bound (\ref{eq:deficit}) does not apply, because it rests on $K\varphi=0$. With the exponents $a/3$, $a$, $3a$ the program finds $S_V=1.2181$. At $d=4$ bohr the origin error is $+\tfrac14(0.2181)(16)=+0.872$ and $\xi=+0.431$: the atom appears paramagnetic. A larger $p$ set has made the result worse.

With a good $\varphi$ the behaviour is close to that of part (d), although $S_V\le1$ is still not guaranteed: for the $s$ set below, ten $p$ shells with exponents $0.0333\times3^k$ bohr$^{-2}$, $k=0,\dots,9$, give $S_V=1.0007$. Seven $s$ Gaussians with exponents $0.1\times3^j$ bohr$^{-2}$, $j=0,\dots,6$, give $\xi(0)=-0.4985$. As Gaussian $p$ shells with exponents $0.3$, $0.1$, $0.9$ and $2.7$ bohr$^{-2}$ are added in that order, $S_V$ takes the values $0.80308$, $0.95081$, $0.99575$ and $0.99985$, and $\xi$ at 4 bohr goes from $-1.2862$ to $-0.4991$. The last value is nearer to $-0.5$ than $\xi(0)$ is, because the remaining origin error, $-0.0006$, partly cancels the error of $+0.0015$ from $\varphi$.

\section*{Part (g)}

\paragraph{Question.} Each basis function $\chi$ is now replaced by the London orbital $e^{-i\mathbf A(0)\cdot\mathbf r}\chi$. What becomes of the two errors?

\paragraph{Answer.} Here $\mathbf A(0)=-\tfrac12\mathbf B\times\mathbf d$ is a constant vector. The momentum operator acting on the phase brings down $-\mathbf A(0)$, so
\begin{align}
[\mathbf p+\mathbf A(\mathbf r)]\,e^{-i\mathbf A(0)\cdot\mathbf r}\chi
&=e^{-i\mathbf A(0)\cdot\mathbf r}\,[\mathbf p+\mathbf A(\mathbf r)-\mathbf A(0)]\,\chi\nonumber\\
&=e^{-i\mathbf A(0)\cdot\mathbf r}\,[\mathbf p+\tfrac12\mathbf B\times\mathbf r]\,\chi .
\end{align}
The kinetic matrix element is half the scalar product of two such vectors, in which the common phase cancels. It cancels likewise in the overlap and the Coulomb attraction. All matrices equal those for $d=0$ with the plain basis, at any field strength, and
\begin{equation}
\xi_{\text{London}}(d)=\xi(0)=-\tfrac14\langle x^2+y^2\rangle .
\end{equation}
The origin error is gone, whatever the value of $S_V$. The error in $\langle x^2+y^2\rangle$ stays. At $d=4$ bohr the program obtains $-0.5000$ for the basis of part (e) with $\zeta=1.5$, and $-0.4418$ for the single Gaussian with either $p$ set of part (f).

\section*{Computed results}
\begin{verbatim}
Exact 1s plus one p shell exp(-zeta r); sums dimensionless, coefficient in a.u.
  zeta=0.5  S_V=0.41620  S_L=0.41620  coefficient of d^2=-0.14595
  zeta=0.8  S_V=0.90621  S_L=0.78941  coefficient of d^2=-0.02345
  zeta=1.0  S_V=1.00000  S_L=1.00000  coefficient of d^2=0.00000
  zeta=1.5  S_V=0.72801  S_L=1.42690  coefficient of d^2=-0.06800
  zeta=2.5  S_V=0.23372  S_L=1.72192  coefficient of d^2=-0.19157
Main example, zeta=1.5
  ground energy = -0.500000 hartree
  gap = 0.875000 hartree
  |<n|p_y|phi>|^2 = 0.318505 a.u.
  <x^2+y^2> = 2.000000 bohr^2
  sum-rule deficit 1-S_V = 0.271989
  twice the residual energy form = 0.271989
  coefficient if S_L were used = 0.106726 a.u. (wrong)
  displacement where error equals |xi(0)| = 2.7117 bohr
  d in bohr; dia, para, xi, finite-field xi, London xi in a.u.
  d=0  -0.50000  0.00000  -0.50000  -0.50000  -0.50000
  d=1  -0.75000  0.18200  -0.56800  -0.56800  -0.50000
  d=2  -1.50000  0.72801  -0.77199  -0.77199  -0.50000
  d=4  -4.50000  2.91205  -1.58795  -1.58795  -0.50000
  finite-field xi at d=(1.2,-1.6) bohr = -0.77199 a.u.
zeta=1.0, d=4 bohr: finite-field xi = -0.50000 a.u.
Exact xi in SI = -3.9455e-29 J/T^2
One s Gaussian, exponent 0.28294 bohr^-2, E0 = -0.42441 hartree
  p set same exponent: S_V=1.00000  xi(0)=-0.44179  xi(4 bohr)=-0.44179  London=-0.44179 a.u.
  p set a/3, a, 3a: S_V=1.21812  xi(0)=-0.44179  xi(4 bohr)=0.43071  London=-0.44179 a.u.
Seven s Gaussians, exponents 0.1*3^j bohr^-2, j=0..6
  E0=-0.499934 hartree, xi(0)=-0.49851 a.u.
  p exponents [0.3]: S_V=0.80308  xi(4 bohr)=-1.28619 a.u.
  p exponents [0.3, 0.1]: S_V=0.95081  xi(4 bohr)=-0.69527 a.u.
  p exponents [0.3, 0.1, 0.9]: S_V=0.99575  xi(4 bohr)=-0.51550 a.u.
  p exponents [0.3, 0.1, 0.9, 2.7]: S_V=0.99985  xi(4 bohr)=-0.49911 a.u.
\end{verbatim}
